# One ferromagnet, three spin polarizations: density of states, ballistic and diffusive

**The argument under review**

The manuscript computes the density of states of a model ferromagnet at the Fermi energy \(E_F\) and finds more minority than majority states. It then reasons as follows. Current at low temperature and small bias is carried by electrons at \(E_F\). The number of such electrons of each spin is proportional to the density of states of that spin. Hence the spin polarization of any current drawn from the material equals the polarization of the density of states, in sign and in size. The authors propose to check this with a ballistic point contact and with an ordinary resistive current, and to blame any disagreement on a damaged interface. They add that nickel, whose density of states at \(E_F\) is dominated by minority d states, must for the same reason carry a minority-polarized current.

The first two sentences of this reasoning are acceptable. The question is whether the conclusion follows from them. A current depends on how many electrons there are and also on how fast they move, so each proposed measurement has to be worked out from what it measures.

**Definitions**

I assume collinear magnetization and no spin-orbit coupling, so that each band state has a definite spin \(\sigma\), with \(\uparrow\) the majority and \(\downarrow\) the minority spin. The temperature and the bias are small enough for the band properties to be constant over the energy window that matters. Let \(x\) be the direction of transport and \(v_x=\hbar^{-1}\partial\varepsilon/\partial k_x\) the band velocity. Define for each spin

\[
M_n^\sigma=\sum_{\text{bands}}\int\frac{d^3k}{(2\pi)^3}\,|v_x|^n\,\delta(\varepsilon-E_F),
\qquad
P_n=\frac{M_n^\uparrow-M_n^\downarrow}{M_n^\uparrow+M_n^\downarrow}.
\]

A positive \(P_n\) means majority dominance. The number of states per volume below energy \(E\) is \(\sum\int d^3k\,\theta(E-\varepsilon)/(2\pi)^3\). Its derivative with respect to \(E\), taken at \(E_F\), is \(M_0^\sigma\), which is therefore the density of states \(N_\sigma\). The manuscript has computed \(P_0\).

One identity is needed repeatedly. Because \(\partial\theta(E_F-\varepsilon)/\partial k_x=-\hbar v_x\,\delta(\varepsilon-E_F)\),

\[
\int d^3k\; v_x\,\delta(\varepsilon-E_F)
=-\frac1\hbar\int d^3k\,\frac{\partial}{\partial k_x}\theta(E_F-\varepsilon)=0,
\tag{1}
\]

since the integral of a derivative of a periodic function over the Brillouin zone vanishes. Right-movers and left-movers thus contribute equally to \(M_1^\sigma\).

**What the ballistic contact measures**

Take a contact of area \(A\), smaller across than the mean free path but many Fermi wavelengths wide, which transmits every electron that reaches it. A voltage \(V\) leaves the right-movers in an energy window \(eV\) without left-moving partners. Their particle current density is \(eV\) times the integral of \(v_x\,\delta(\varepsilon-E_F)\) over states with \(v_x>0\). By (1) that integral is \(M_1^\sigma/2\). Multiplying by the charge \(e\) and dividing by \(V\) gives

\[
\frac{G_\sigma}{A}=\frac{e^2}{2}M_1^\sigma .
\tag{2}
\]

The velocity in this formula has a simple geometrical meaning. At fixed transverse wavevector \(\mathbf k_\parallel\), the delta function picks out the points where the band crosses \(E_F\), each with weight \(1/|\partial\varepsilon/\partial k_x|=1/(\hbar|v_x|)\):

\[
\int\frac{dk_x}{2\pi}\,|v_x|\,\delta(\varepsilon-E_F)
=\sum_{\text{crossings}}\frac{|v_x|}{2\pi\hbar|v_x|}
=\frac{\text{number of crossings}}{h}.
\]

Half of the crossings are right-moving, because a periodic band crosses \(E_F\) upwards as often as downwards. Writing \(n_R^\sigma(\mathbf k_\parallel)\) for their number, summed over bands, we obtain

\[
\frac{G_\sigma}{A}=\frac{e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,n_R^\sigma(\mathbf k_\parallel).
\]

A slow band has many states per unit energy, but each delivers its charge slowly, and in each mode the two effects cancel. The contact counts modes, that is, the projected area of the Fermi surface, with each \(\mathbf k_\parallel\) counted once for every right-moving crossing. Its polarization is \(P_1\).

If modes are transmitted with different probabilities, each term in the count acquires its own transmission factor. The result is then in general not \(P_1\), and equation (2) should not be applied to a tunnel barrier.

**What the resistive current measures**

In a uniform field \(\mathcal E\) along \(x\), an electron of charge \(-e\) obeys \(\hbar\,dk_x/dt=-e\mathcal E\). With a relaxation time \(\tau\), the steady Boltzmann equation is

\[
-\frac{e\mathcal E}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
\]

To first order in the field, \(f\) on the left may be replaced by the equilibrium occupation \(f_0\). At low temperature \(\partial f_0/\partial k_x=-\hbar v_x\,\delta(\varepsilon-E_F)\), so

\[
f=f_0+\frac{e\mathcal E\tau}{\hbar}\frac{\partial f_0}{\partial k_x}
=f_0-e\mathcal E\tau\,v_x\,\delta(\varepsilon-E_F).
\tag{3}
\]

The equilibrium part carries no current. The rest gives

\[
j_\sigma=-e\sum_{\text{bands}}\int\frac{d^3k}{(2\pi)^3}\,v_x(f-f_0)=e^2\tau M_2^\sigma\,\mathcal E .
\]

The conductivity of each spin is \(e^2\tau M_2^\sigma\). One factor of velocity comes from the current an electron carries, the other from the energy it gains from the field between collisions. If \(\tau\) is the same for both spins and all bands, it cancels from the ratio, and the polarization of the current is \(P_2\).

**Where the inference fails**

Let \(\langle|v_x|^n\rangle_\sigma=M_n^\sigma/M_0^\sigma\) be the average over the states of spin \(\sigma\) at \(E_F\). Then, by definition,

\[
\frac{M_n^\uparrow}{M_n^\downarrow}
=\frac{N_\uparrow}{N_\downarrow}\,
\frac{\langle|v_x|^n\rangle_\uparrow}{\langle|v_x|^n\rangle_\downarrow}.
\tag{4}
\]

The manuscript sets the last factor to one. When that is justified, \(P_n=P_0\), and its conclusion holds for a fully transmitting contact and for a resistive current with equal relaxation times. It also holds for a half-metal, where one spin has no states at \(E_F\): all its moments vanish and each \(P_n\) has magnitude one.

Otherwise the sign is open. Suppose \(N_\downarrow>N_\uparrow\), so that \(P_0<0\). Then \(P_n\) is positive precisely when

\[
\frac{\langle|v_x|^n\rangle_\uparrow}{\langle|v_x|^n\rangle_\downarrow}>\frac{N_\downarrow}{N_\uparrow}.
\tag{5}
\]

The majority average of \(|v_x|^n\) must exceed the minority average by a larger factor than the one by which majority states are outnumbered; for \(n=2\) the ratio of root-mean-square velocities need only exceed the square root of that factor. This can happen when the minority excess sits in slow states.

**A model in which the sign changes**

The moments of a spherical parabolic pocket with Fermi wavenumber \(k_F\), mass \(m\) and Fermi speed \(v_F=\hbar k_F/m\) can be found in closed form. The radial delta function contributes \(1/(\hbar v_F)=m/(\hbar^2k_F)\). With \(v_x=v_F\cos\theta\), the angular average of \(|\cos\theta|^n\) is \(\int_0^1c^n\,dc=1/(n+1)\). Therefore

\[
M_n=\frac{4\pi k_F^2}{(2\pi)^3}\,\frac{m}{\hbar^2k_F}\,\frac{v_F^n}{n+1}
=\frac{mk_F}{2\pi^2\hbar^2}\,\frac{v_F^n}{n+1},
\]

and, inserting \(v_F\),

\[
M_0=\frac{mk_F}{2\pi^2\hbar^2},\qquad
M_1=\frac{k_F^2}{4\pi^2\hbar},\qquad
M_2=\frac{k_F^3}{6\pi^2m}.
\tag{6}
\]

A hole pocket has the same moments, because only \(|v_x|\) enters. At fixed \(k_F\), a larger mass raises the density of states, leaves the ballistic conductance alone and lowers the diffusive conductivity.

Consider a ferromagnet with these round parameters, chosen to show the mechanism and not to represent a particular metal:

- majority: a light pocket with \(k_F=10\ \text{nm}^{-1}\) and the free-electron mass \(m_e\);
- minority: a light pocket with \(k_F=8\ \text{nm}^{-1}\) and mass \(m_e\), and a heavy hole pocket with \(k_F=5\ \text{nm}^{-1}\) and mass \(8m_e\).

The heavy holes have a Fermi speed of \(0.072\times10^6\) m/s, against \(1.158\times10^6\) m/s for the majority electrons. Equations (2) and (6), with the conductivity \(e^2\tau M_2^\sigma\) evaluated for \(\tau=10\) fs, give:

| | \(N\), 1/(eV nm³) | \(G/A\), mS/nm² | conductivity, 10⁶ S/m |
|---|---|---|---|
| majority | 6.65 | 0.3083 | 4.76 |
| minority, light | 5.32 | 0.1973 | 2.44 |
| minority, heavy | 26.59 | 0.0771 | 0.07 |
| minority, total | 31.91 | 0.2744 | 2.51 |

The relaxation time enters only the last column. At 10 fs the heavy holes travel just 0.7 nm between collisions, less than their Fermi wavelength of 1.3 nm. The ballistic column therefore assumes a cleaner sample: for a contact ten of their wavelengths wide, \(\tau\) must exceed about 170 fs. The column is also the wide-contact limit. In a hard-walled circular channel of radius \(a\) the mode count of each pocket is smaller by a factor of about \(1-2/(k_Fa)\), which at that width raises \(P_1\) from the \(+5.8\%\) found below to about \(+6.6\%\). A common \(\tau\) cancels from the polarizations, which are


\[
P_0=\frac{6.65-31.91}{6.65+31.91}=-65.5\%,
\]
\[
P_1=\frac{0.3083-0.2744}{0.3083+0.2744}=+5.8\%,
\]
\[
P_2=\frac{4.76-2.51}{4.76+2.51}=+30.9\%.
\]

The heavy pocket supplies 83% of the minority density of states, 28% of the minority ballistic conductance and 3% of the minority conductivity. Criterion (5) tells the same story. Minority states outnumber majority states by 4.80 to one, while the ratio of majority to minority averages is 5.39 for \(|v_x|\) and 9.10 for \(v_x^2\). The first margin is narrow, which is why \(P_1\) is small. The currents in the authors' proposed measurements would disagree with \(P_0\) in the sign of their polarization with no damage involved: the ballistic one if the contact transmits every mode, the resistive one if the relaxation times are equal as assumed here. An undamaged contact to a different metal need not transmit every mode, and its polarization is then in general not \(P_1\). Whether the sign can be read out is a separate matter. The conductance of a contact gives only \(G_\uparrow+G_\downarrow\), and Andreev reflection at a superconducting tip is unchanged when the two spins are exchanged, so it yields the magnitude of a polarization and not its sign.

It is tempting to attribute the reversal to the large mass, but two controls show what the mass does and does not do. Removing the heavy pocket makes all three polarizations positive: \(+11.1\%\), \(+22.0\%\) and \(+32.3\%\). The pocket is thus responsible for the negative \(P_0\). Keeping it but giving it mass \(m_e\) yields \(-13.0\%\), \(+5.8\%\) and \(+22.2\%\), so the sign still changes. A small pocket is slow even with an ordinary mass, since \(v_F=\hbar k_F/m\). By (6), with the wavenumbers fixed, \(P_0\) is negative when \(8+5(m/m_e)>10\), that is, when the pocket's mass \(m\) exceeds \(0.4m_e\), whereas \(P_1\) does not depend on \(m\). The large mass makes the disagreement larger; it is not needed to create it.

**Two repairs that would not suffice**

The authors might correct their estimate by multiplying \(N_\sigma\) by the square of a mean speed. But \(M_2^\sigma\) contains the mean of the square. In units of \(10^6\) m/s, the mean \(|v_x|\) is 0.579 for the majority and 0.107 for the minority, while the root-mean-square values are 0.668 and 0.222. For a single spherical pocket, (6) gives \(\langle v_x^2\rangle/\langle|v_x|\rangle^2=(1/3)/(1/4)=4/3\). For the minority, which mixes fast and slow states, the ratio is \((0.2216/0.1073)^2\approx4.3\). Squaring the mean therefore understates the minority current much more than the majority current, and gives \(+71.7\%\) in place of \(P_2=+30.9\%\).

Nor would it suffice to replace \(P_0\) by \(P_2\) for every resistive current. If the relaxation times differ between spins but not between bands of one spin, the conductivities are \(e^2\tau_\sigma M_2^\sigma\), and the current polarization is

\[
P_{\text{diff}}=\frac{\tau_\uparrow M_2^\uparrow-\tau_\downarrow M_2^\downarrow}{\tau_\uparrow M_2^\uparrow+\tau_\downarrow M_2^\downarrow}.
\]

It vanishes at \(\tau_\downarrow/\tau_\uparrow=M_2^\uparrow/M_2^\downarrow=1.90\) in the model. At a ratio of 3 it is

\[
P_{\text{diff}}=\frac{4.759-3\times2.511}{4.759+3\times2.511}\approx-22.6\%,
\]

so scattering alone can reverse the sign again.

A definite scattering model shows that the relaxation times are themselves tied to the bands. Take weak point scatterers of density \(n_i\) that conserve spin and have the same matrix element \(U\) (energy times volume) between all states of either spin. To lowest order in \(U\), the golden rule gives the rate of leaving a state,

\[
\frac1{\tau_\sigma}=\frac{2\pi}{\hbar}\,n_iU^2\sum_{\text{bands}}\int\frac{d^3k'}{(2\pi)^3}\,\delta(\varepsilon'-E_F)
=\frac{2\pi}{\hbar}\,n_iU^2N_\sigma .
\]

Electrons are also scattered into the state. That rate involves the deviation (3) summed with equal weights over the Fermi surface, which is proportional to the integral of \(v_x\,\delta(\varepsilon-E_F)\) and vanishes by (1). The relaxation-time form is therefore justified for this scatterer, and

\[
e^2\tau_\sigma M_2^\sigma\propto\frac{M_2^\sigma}{N_\sigma}=\langle v_x^2\rangle_\sigma .
\]

The prefactor \(N_\uparrow/N_\downarrow\) of (4) has cancelled; the density of states now enters only through the weight each pocket has in the average \(\langle v_x^2\rangle_\sigma\). In the model,

\[
P_{\text{diff}}=\frac{0.6684^2-0.2216^2}{0.6684^2+0.2216^2}\approx+80.2\%.
\]

The heavy pocket carries little current itself, but it offers the fast minority electrons many states to scatter into: \(\tau_\downarrow/\tau_\uparrow=N_\uparrow/N_\downarrow=0.21\). Raising the mass of this pocket at fixed \(k_F\) increases the minority density of states and lowers \(\langle v_x^2\rangle_\downarrow\). The current then becomes more strongly majority-polarized, the reverse of what the manuscript infers. With unequal matrix elements the number can be different, and a single time per spin might no longer suffice.

**The remark on nickel**

Nickel is a candidate for the mechanism: the manuscript attributes its minority excess to d states, and d bands are usually narrower, and so slower, than sp bands. A negative \(P_0\) therefore does not establish that its current is minority-polarized. Nor does the model establish the opposite. The sign of \(P_1\) or \(P_2\) in nickel depends on whether (5) holds for its actual Fermi surface, where sp and d states mix, and the sign of a resistive current depends also on the scattering. The statement in the manuscript should be withdrawn unless those quantities are computed.

**Changes requested**

The authors should name the polarization they compute and compare each measurement with its own moment: \(P_1\) for a fully transmitting ballistic contact, and \(P_2\) for a resistive current only if equal relaxation times can be defended. They should state the transport direction, since \(M_1\), a projected area of the Fermi surface, generally depends on it when the Fermi surface is not spherical, even in a cubic crystal, and \(M_2\), a component of a second-rank tensor, can depend on it when the symmetry is lower than cubic. Disagreement with \(P_0\) is not by itself evidence of a damaged interface. The numerical check tests the pocket formulas against direct integration, and the mode count and the shifted-occupation current on a non-parabolic band.

## Computed values

```
MODEL INPUT
majority light: k_F = 10.0 nm^-1, mass = 1.0 m_e, Fermi speed = 1.1577 10^6 m/s
minority light: k_F = 8.0 nm^-1, mass = 1.0 m_e, Fermi speed = 0.9261 10^6 m/s
minority heavy hole: k_F = 5.0 nm^-1, mass = 8.0 m_e, Fermi speed = 0.0724 10^6 m/s
relaxation time: 10.0 fs
CONTRIBUTIONS: DOS [1/(eV nm^3)], G/A [mS/nm^2], sigma [10^6 S/m]
majority total: 6.648, 0.3083, 4.7586
minority light: 5.319, 0.1973, 2.4364
minority heavy: 26.594, 0.0771, 0.0744
minority total: 31.912, 0.2744, 2.5108
POLARIZATIONS P_0, P_1, P_2 [percent]
full model: -65.5, +5.8, +30.9
heavy pocket removed: +11.1, +22.0, +32.3
heavy pocket given mass m_e: -13.0, +5.8, +22.2
SIGN CRITERION [dimensionless]
N_down/N_up: 4.800
ratio up/down of average |v_x|^1: 5.393
ratio up/down of average |v_x|^2: 9.097
AVERAGES AND SCATTERING
majority mean |v_x|, rms v_x: 0.5788, 0.6684 10^6 m/s
minority mean |v_x|, rms v_x: 0.1073, 0.2216 10^6 m/s
wrong P_2 from squared mean speed: +71.7 percent
tau_down/tau_up at which diffusive P vanishes: 1.895
diffusive P at tau_down/tau_up = 3.0: -22.6 percent
tau_down/tau_up for point scatterers: 0.2083
diffusive P for point scatterers: +80.2 percent
NUMERICAL CHECKS
largest relative error of pocket formulas: 6.0e-04
lattice band, M_1/2 and mode count/(2 pi): 0.15050, 0.15049 (lattice units)
lattice band, M_2 and shifted-occupation current: 1.04819, 1.04819 (lattice units)
```
